# Dorokhov's bimodal law and the open channels of a diffusive wire, part 2

A phase-coherent disordered wire of length $L=sl$ has $N\gg1$ channels per spin, transmission eigenvalues $T=1/\cosh^2x$, $x\ge0$, $\lambda=\sinh^2x$, and conductance $G=(2e^2/h)\mathcal T$, $\mathcal T=\sum_nT_n$. The problem is the distribution of the $T_n$ and its consequences.

The model adds thin slices of reflection amplitude $a$:

$$\lambda_{\rm slice}=\frac{a^2}{1-a^2}=\delta s\equiv\frac{\delta L}{l},\qquad s\equiv\frac Ll ,\tag{3}$$

Before each slice, $r=A\Sigma B$, $\Sigma={\rm diag}(\tanh x_i)$, becomes $UrV$ with independent Haar unitary $U,V$ (unitary class). Conjugation turns this into $W\Sigma$, with $W$ Haar distributed, and

$$H_{ij}=W_{ij}w_j+w_iW_{ji}^*,\qquad w_i^2=\lambda_i(1+\lambda_i).\tag{7}$$

$$\delta\lambda_i=aH_{ii}+\delta s\Big[1+\lambda_i+\sum_j|W_{ij}|^2\lambda_j+\sum_{j\ne i}\frac{|H_{ij}|^2}{\lambda_i-\lambda_j}\Big].\tag{8}$$

$$\frac{\langle\delta\lambda_i\rangle}{\delta s}=\frac1N\Big[\sum_{j\ne i}\frac{2w_i^2}{\lambda_i-\lambda_j}+1+2\lambda_i\Big],\qquad\frac{\langle\delta\lambda_i\,\delta\lambda_j\rangle}{\delta s}=\frac{2w_i^2}{N}\delta_{ij}.\tag{10}$$

With $F(z)=\frac1N\sum_iG_i$, $G_i=1/(z-\lambda_i)$,

$$\frac{\langle\delta F\rangle}{\delta s}=\frac1{N^2}\Big[\sum_{i\ne j}\frac{2w_i^2G_i^2}{\lambda_i-\lambda_j}+\sum_i(1+2\lambda_i)G_i^2+\sum_i2w_i^2G_i^3\Big].\tag{12}$$

The pair sum equals $-\partial_z[z(1+z)(N^2F^2-\sum_iG_i^2)]$, and all single sums cancel through

$$(1+2z)+(1+2\lambda)-2(1+z+\lambda)=0 .\tag{14}$$

Factorization, $\langle F^2\rangle\to\langle F\rangle^2$, with $z=\sinh^2\zeta$, $y=\zeta+i\pi/2$, $\mathcal U=\sinh\zeta\cosh\zeta\,F$, gives

$$\partial_s\mathcal U+\mathcal U\,\partial_\zeta\mathcal U=0,\qquad \mathcal U(\zeta,0)=\coth\zeta .\tag{18}$$

$$y=s\,\mathcal U+{\rm artanh}\,\mathcal U .\tag{19}$$

$$\mathcal U=\frac{\sinh y\cosh y}{N}\sum_i\frac{T_i}{1+T_i\sinh^2y}.\tag{20}$$

$$\mathcal U=\frac{y}{1+s}-\frac{y^3}{3(1+s)^4}+O\!\left(\frac{y^5}{(1+s)^6}\right).\tag{21}$$

With $m_k=\langle\sum_iT_i^k\rangle/N$,

$$m_1=\frac1{1+s},\qquad m_2=\frac23m_1+\frac13m_1^4,\qquad 1-\frac{m_2}{m_1}=\frac13\Big[1-\frac1{(1+s)^3}\Big].\tag{22}$$

$$\frac{d\,{\rm var}\,\mathcal T}{ds}=-\frac{4\,{\rm var}\,\mathcal T}{1+s}+\frac2N\Big\langle\sum_iT_i^2(1-T_i)\Big\rangle .\tag{16}$$

The density $\rho(x)$ has the parametric form (25), an upper end (26), and, with $u={\rm Re}\,\mathcal U$ and $x$ of order $s\gg1$, the form (28):

$$\sinh^2p=\sin q\Big(\frac{s\cos q}{q}-\sin q\Big),\qquad x=p+\frac{q\sinh2p}{\sin2q},\qquad\rho=\frac{2Nq}{\pi s}.\tag{25}$$

$$x_{\max}=\sqrt{s(1+s)}+{\rm arsinh}\sqrt s\;\approx\; s+\tfrac12+\tfrac12\ln4s\quad(s\gg1).\tag{26}$$

$$su+{\rm artanh}\,u=x,\qquad\rho=\frac N{s+1/(1-u^2)},\tag{28}$$

For $l\ll L\ll Nl$, the leading-order density of $x$, the density $\rho_T$ of $T$, the mean number $n(T_0)$ of channels with $T>T_0$, and the cutoff are

$$\rho(x)=g\equiv\frac{Nl}{L}\quad\text{for }0<x<\frac Ll,\qquad\rho=0\ \text{ beyond}.\tag{29}$$

$$\rho_T(T)=\frac{g}{2T\sqrt{1-T}},\qquad T_c<T<1 .\tag{31}$$

$$n(T_0)=g\,x_0,\qquad x_0={\rm arcosh}\,T_0^{-1/2}={\rm artanh}\sqrt{1-T_0}.\tag{32}$$

$$T_c=\frac1{\cosh^2s}\approx4e^{-2L/l}.\tag{33}$$

In a real wire the cutoff depends on the mixing length. The simulated wires have $N=64$, $\delta s=0.1$.

### 2.2 Shape of the law

The logarithmic derivative of (31) is $-1/T+1/[2(1-T)]$, negative for small $T$, positive near 1, and zero where $T=2(1-T)$. The density has a single minimum,

$$T_{\rm min}=\frac23,\qquad\rho_T=\frac{g}{2\cdot\frac23\cdot3^{-1/2}}=\frac{3\sqrt3}4\,g=1.299\,g ,\tag{34}$$

and rises toward both ends, which is the meaning of bimodal. The two peaks are of different kinds.

Near $T=1$, $T\approx1-x^2$ has a quadratic maximum. An interval $x<x_0$ is squeezed into $1-T<x_0^2$, which produces the inverse square root. The peak is integrable, with $n\approx g\sqrt{1-T_0}$ channels above $T_0$. It describes a real ensemble as long as this count exceeds about one, that is for $1-T\gtrsim1/g^2$; closer to $T=1$ the scale is finer than the spacing $1/g$ of the $x_n$, the point $z$ is closer to the spectrum than the distance between eigenvalues, and the factorization behind (18) is not justified.

Near $T=0$, $\rho_T\approx g/2T$: the density is flat in $\ln T$, with $g/2$ channels per factor $e$. This peak holds nearly all the channels. For the step density (29) the median channel sits at $x=s/2$, with $T\approx4e^{-L/l}$, exponentially smaller than the mean $l/L$. The prefactor is not fixed at this order. By (28), $dx=[s+1/(1-u^2)]\,du$ and so $\rho\,dx=N\,du$. The smooth density therefore has its median at $u=\tfrac12$, $x=s/2+{\rm artanh}\tfrac12$, and since $e^{2\,{\rm artanh}(1/2)}=3$ the transmission there is $\tfrac43e^{-L/l}$.

In the simulated wires with $N=64$, $s=7$ and plateau value $64/8=8$, the bins of $T$ with edges $0.2,\,0.4,\,0.6,\,0.8,\,1$ hold $3.40,\ 2.15,\ 2.20,\ 3.82$ eigenvalues, against $3.30,\ 2.29,\ 2.11,\ 3.85$ from (32), and $52.42$ lie below $T=0.2$, against $52.45$. The check asserts agreement in the four upper bins and that the two middle ones are less filled than their neighbours. The order of the two middle bins is reversed relative to the law; their predicted difference, $0.18$, is smaller than the tolerance of the test, which does not decide it. A wire with equal transmissions $1/8$ would leave all four bins empty.

### 2.3 Moments and noise

The substitution $u=\tanh x=\sqrt{1-T}$, with $du=T\,dx$, makes the moments elementary. For $k\ge1$ the upper limit $x=s$ may be moved to infinity at the cost of a relative error of order $e^{-2ks}$:

$$\Big\langle\sum_nT_n^k\Big\rangle=g\int_0^\infty T^k\,dx=g\int_0^1(1-u^2)^{k-1}du .\tag{35}$$

For $k=1,2,3$ the integral is $1$, $1-\tfrac13=\tfrac23$ and $1-\tfrac23+\tfrac15=\tfrac8{15}$. For general $k$, (31) gives Euler's beta integral, $\tfrac g2\int_0^1T^{k-1}(1-T)^{-1/2}dT=g\sqrt\pi\,\Gamma(k)/[2\Gamma(k+\tfrac12)]$. The first moment returns $\langle\mathcal T\rangle=g$: the height of the plateau in $x$ is the conductance in units of $2e^2/h$. Every moment is proportional to $l/L$, where equal transmissions would give $N(l/L)^k$.

The same substitution closes the circle with the generating function (20). With $T=1-u^2$,

$$\int_0^\infty\!\frac{T\,dx}{1+T\sinh^2y}=\int_0^1\!\frac{du}{\cosh^2y-u^2\sinh^2y}=\frac{{\rm artanh}(u\tanh y)\big|_0^1}{\sinh y\cosh y}=\frac{y}{\sinh y\cosh y},\tag{36}$$

so the law (31) gives $\mathcal U=(g/N)\,y$, the linear term of (21).

For noise, the scattering result at zero temperature is taken as given: in a long time each eigenchannel receives a fixed number $M$ of electrons set by the voltage and transmits each independently with probability $T_n$. The binomial distribution has cumulants $MT$, $MT(1-T)$ and $MT(1-T)(1-2T)$, and cumulants of independent channels add. The noise power is $S=2eI\mathcal F$, with $2eI$ the value for a Poisson process, in which all cumulants equal the mean. From (35),

$$\mathcal F=\frac{\langle\sum T(1-T)\rangle}{\langle\sum T\rangle}=1-\frac23=\frac13,\qquad\frac{\langle\sum T(1-T)(1-2T)\rangle}{\langle\sum T\rangle}=1-3\cdot\frac23+2\cdot\frac8{15}=\frac1{15}.\tag{37}$$

Neither ratio depends on $N$, $l$ or $L$ in this regime. At finite $s$, (22) multiplies $\mathcal F$ by $1-(1+s)^{-3}$, which vanishes in the ballistic limit $s\to0$, where all $T_n=1$. Equal transmissions would give $\mathcal F=1-l/L$, close to the Poisson value. The reduction to one third arises because the current flows through channels that transmit well, for which $1-T$ is far from 1. The simulated wires give $\mathcal F=0.331$ at $s=7$ and $0.334$ at $s=3$, against $0.333$ and $0.328$ from (22), and $0.064$ for the second ratio at $s=7$, against the long-wire value $0.0667$. The sample confirms the value near one third but not the dependence on $s$ between these two lengths, because the slices are not thin and the sample is small. A single slice has $\mathcal F=\delta s/(1+\delta s)$, which exceeds (22) at $s=\delta s$ by about $\delta s^2$. The $s/\delta s$ slices together lower the coefficient $\tfrac13$ of $\mathcal U^3$ in the expansion of (19) by about $s\,\delta s$ and so raise $\mathcal F$ by about $s\,\delta s/(1+s)^3$. For $\delta s=0.1$ this is $0.005$ at $s=3$ and $0.001$ at $s=7$; it is of the size of the excess at $s=3$ and nearly cancels the difference that (22) predicts between the two lengths. At $s=7$ it has the opposite sign to the observed deviation, which is left to sampling noise and finite $N$.

The moments also complete the variance equation (16). Its source is $(2/N)\,g\,(\tfrac23-\tfrac8{15})=\tfrac4{15}/(1+s)$ for $s\gg1$ with the plateau value $N/(1+s)$, so $(1+s)\,d\,{\rm var}\,\mathcal T/ds=-4\,{\rm var}\,\mathcal T+\tfrac4{15}$, with the stationary value

$${\rm var}\,\mathcal T=\frac1{15}.\tag{38}$$

This is the universal conductance fluctuation of the unitary class, to leading order in $1/g$. It is of order one whatever $g$ is, which confirms the factorization for $g\gg1$; the numerical check does not test it.

### 2.4 How many channels are open

The distribution (31) has no gap, so the number of open channels depends on the threshold. What (32) fixes is the scaling: for any $T_0$ independent of $L$, the count is $Nl/L$ times the number $x_0(T_0)$, which depends on $T_0$ logarithmically when $T_0$ is small. The share of the conductance carried by these channels follows from (35) with $k=1$ and the upper limit $u_0=\tanh x_0$:

$$\frac{G(T>T_0)}{G}=\int_0^{u_0}du=\tanh x_0=\sqrt{1-T_0}.\tag{39}$$

The natural scale of $1/\cosh^2x$ is $x=1$. The interval $x<1$ holds $g=Nl/L$ channels, each with $T>1/\cosh^21=0.420$, and together they carry the fraction $\tanh1=0.762$ of the current, which is also their mean transmission. In the simulation at $s=7$ that share is $0.755$. A count without a threshold is the participation number, the number $n_{\rm eff}$ of equal channels that reproduces both $\sum T$ and $\sum T^2$. From $n_{\rm eff}T_{\rm eff}=g$ and $n_{\rm eff}T_{\rm eff}^2=\tfrac23g$,

$$T_{\rm eff}=\frac23,\qquad n_{\rm eff}=\frac{\langle\sum T\rangle^2}{\langle\sum T^2\rangle}=\frac32\,g .\tag{40}$$

The statement that a diffusive wire has about $Nl/L$ open channels is correct in this sense: a number of channels equal to $Nl/L$ times a factor of order one carries most of the current with transmission of order one. Ohm's law then has a microscopic reading. Doubling $L$ does not halve the transmission of the best channels; to leading order in $l/L$ it stretches the mean positions of the $x_n$ by a factor of two and so halves the mean number that remain below $x=1$. When $L$ reaches $Nl$, the spacing $1/g$ becomes of order one, only about one channel is left on average in the region $x<1$, and the description by a smooth density ends. This is the onset of localization, at the length where (16) ceased to justify the factorization.

### 2.5 Time-reversal symmetry

With time-reversal symmetry and no spin-orbit coupling (orthogonal class) $r$ is symmetric, $r=A\Sigma A^{\sf T}$, and the mixing is $\varrho=UrU^{\sf T}$. The conjugation of Section 1.2 then yields $W\Sigma$ with $W=Q^{\sf T}Q$, $Q=UA$ Haar distributed, so $W$ is unitary and symmetric, with a distribution invariant under $W\to P^{\sf T}WP$ for unitary $P$. Let $d=\langle|W_{ii}|^2\rangle$ and $o=\langle|W_{ij}|^2\rangle$ for $i\ne j$. Diagonal phase matrices $P$ remove all cross averages. A $P$ whose first column is $(1,1,0,\dots)/\sqrt2$ maps $W_{11}$ to $(W_{11}+W_{22}+2W_{12})/2$, so $d=(2d+4o)/4$, or $d=2o$. The unit norm of a row, $d+(N-1)o=1$, gives $o=1/(N+1)$.

Repeating the steps from (8) to (10), the pair term keeps its form with $N\to N+1$. The single-index drift is $(1+\lambda_i)[1-\tfrac{N-1}{N+1}]+\tfrac{2\lambda_i}{N+1}=2(1+2\lambda_i)/(N+1)$, one $\lambda_i/(N+1)$ coming from $d-o$ and one from the excluded $j=i$ in the pair sum, and the variance is $4w_i^2/(N+1)$. Both single sums in (12) are doubled. One copy cancels as in (14), and $\sum_i[(1+2\lambda_i)G_i^2+2w_i^2G_i^3]$ survives. It has $N$ terms against the $N^2$ of the pair sum, so (18), (29) and (31) hold unchanged at leading order. At $z=-1$, $G_i=-T_i$ and $(1+\lambda)T=1$ reduce each term to $(1+2\lambda)T^2-2\lambda T^2=T^2$, so

$$\frac{d\langle\mathcal T\rangle}{ds}=-\frac{\langle\mathcal T^2+\sum_iT_i^2\rangle}{N+1}.\tag{41}$$

Put $\langle\mathcal T\rangle=Nm_1+\Delta$, expand $1/(N+1)=1/N-1/N^2$ and keep order $N^0$: $d\Delta/ds=-2m_1\Delta+m_1^2-m_2$. Multiplying by $(1+s)^2$ and using (22), $d[(1+s)^2\Delta]/ds=1-\tfrac23(1+s)-\tfrac13(1+s)^{-2}$. Integration from $\Delta(0)=0$ gives $s-\tfrac13(s^2+2s)-\tfrac13s/(1+s)=-s^3/[3(1+s)]$, so

$$\Delta=-\frac13\Big(\frac{s}{1+s}\Big)^3 .\tag{42}$$

This weak-localization correction tends to $-\tfrac13$ for long wires and is of relative size $1/3g$. Twenty-four simulated wires at $s=7$ give $\langle\mathcal T\rangle=7.84$, a shift of $-0.16\pm0.07$, and $\mathcal F=0.344$. The shift lies about one standard error from $-\tfrac13(\tfrac78)^3$ and well short of the long-wire limit. The check asserts no more than a negative shift of size below $0.7$ and $\mathcal F$ near one third.

### 2.6 The length $l$ in a real wire

The model defines $l$ through (3). For a real wire it is fixed by demanding that $g=Nl/L$ equal the Drude conductance. Take free electrons with Fermi wave number $k_F$, velocity $v_F$, relaxation time $\tau_{\rm tr}$ and $l_{\rm tr}=v_F\tau_{\rm tr}$. In the relaxation-time approximation a field $E=V/L$ shifts the occupation of a state with velocity $v$ along the wire by $-eE\tau_{\rm tr}v\,(-\partial f/\partial\varepsilon)$. The current of mode $n$ with both spins is $2e^2E\tau_{\rm tr}\int(dk/2\pi)\,v^2\,\delta(\varepsilon-E_F)$, and with $dk=d\varepsilon/\hbar|v|$ each of the two directions contributes $|v_n|/h$ to the integral. With $v_n=v_F\cos\theta_n$,

$$G=\frac{2e^2}{h}\,\frac1L\sum_n2\,l_{\rm tr}\cos\theta_n .\tag{43}$$

In a three-dimensional wire of cross-section $\mathcal A$ with many modes, the transverse wave vectors fill the disc $k_\perp<k_F$ evenly with density $\mathcal A/(2\pi)^2$. With $\kappa=k_\perp/k_F=\sin\theta$,

$$N=\frac{k_F^2\mathcal A}{4\pi},\qquad\langle\cos\theta\rangle=\int_0^12\kappa\sqrt{1-\kappa^2}\,d\kappa=\frac23,\qquad l=2\langle\cos\theta\rangle\,l_{\rm tr}=\frac43\,l_{\rm tr}.\tag{44}$$

The Einstein relation agrees: $\sigma=e^2\nu D$ with $\nu=mk_F/\pi^2\hbar^2$ and $D=v_Fl_{\rm tr}/3$ gives $\sigma=e^2k_F^2l_{\rm tr}/3\pi^2\hbar=(2e^2/h)\,k_F^2l_{\rm tr}/3\pi$, and $\sigma\mathcal A/L=(2e^2/h)\,N\cdot\tfrac43l_{\rm tr}/L$. The matching fixes the term of the resistance that is linear in $L$. It does not fix the additive constant, the 1 in $1+s$, which belongs to the isotropic model, so $g$ for a real wire is uncertain at relative order $l/L$.

### 2.7 Worked example

Take a model wire with round parameters: $k_F=10\ {\rm nm^{-1}}$, a square cross-section of side $20$ nm, $l_{\rm tr}=15$ nm, $L=1000$ nm, and a current $I=10\ \mu$A at zero temperature, with inelastic scattering neglected and walls that reflect specularly. Since $l_{\rm tr}$ is comparable to the width, rough walls would shorten the effective mean free path. From (44),

$$N=\frac{10^2\times20^2}{4\pi}=3183,\qquad l=\frac43\times15\ {\rm nm}=20\ {\rm nm},\qquad s=\frac{1000}{20}=50 ,$$

and $Nl=63.7\ \mu$m, so $l\ll L\ll Nl$ holds by factors of 50 and about 64, and $L$ is 50 times the width. Then

$$g=\frac{3183}{50}=63.7,\qquad G=63.66\times77.48\ \mu{\rm S}=4.93\ {\rm mS},\qquad R=\frac1G=203\ \Omega ,$$

in agreement with $\sigma=1.233\times10^7$ S/m from the Einstein relation. Two comparisons show how far the digits can be trusted. The model value $N/(1+s)=3183/51=62.4$ is 2% below $g$. An explicit count of hard-wall modes $(n,m\ge1)$ gives $3123$ channels, 2% below $3183$: the unit cells centred on these integer points leave out two strips of width $\tfrac12$ and length $k_F\times20\ {\rm nm}/\pi=200/\pi$ along the axes of the quarter disc, about 64 modes against the 60 found missing. With these modes $2\langle\cos\theta\rangle=1.327$ in place of $\tfrac43$, and (43) gives $62.2$, again about 2% below $g$. The two corrections are separate and both lower $g$; together they give $62.2\times50/51=61.0$, 4% below $63.7$. Numbers proportional to $g$ are therefore good to about 4%; more figures are kept below only so that the arithmetic can be followed.

The counts (32) and shares (39) are:

| $T_0$ | $x_0$ | channels $gx_0$ | share of $N$ | share of $G$ |
|---|---|---|---|---|
| 0.9 | 0.3275 | 20.8 | 0.0065 | 0.316 |
| 0.5 | 0.8814 | 56.1 | 0.0176 | 0.707 |
| 0.42 | 1.0000 | 63.7 | 0.0200 | 0.762 |
| 0.1 | 1.8184 | 115.8 | 0.0364 | 0.949 |
| 0.01 | 2.9932 | 190.6 | 0.0599 | 0.995 |

For $T_0=0.5$, for instance, $x_0={\rm arcosh}\sqrt2=0.8814$, the count is $63.66\times0.8814=56.1$, the share of $N$ is $0.8814/50=0.0176$, and the share of $G$ is $\sqrt{0.5}=0.707$. About 21 of the 3183 channels have $T>0.9$ and carry nearly a third of the current, while the 94% of channels with $T<0.01$ carry half a percent of it. Lowering the threshold fifty-fold, from $0.5$ to $0.01$, raises the count by a factor of $190.6/56.1=3.4$. The participation number (40) is $1.5\times63.66=95.5$, and the minimum (34) of the density is $1.299\times63.66=82.7$ channels per unit $T$.

The step density puts the median channel at $x=25$, where $T=7.7\times10^{-22}$. The smooth density puts it at $x=25+{\rm artanh}\tfrac12$, where $T$ is three times smaller, so even within the model only the order of magnitude is meaningful, and in a real wire the exponent itself depends on the mixing length (Section 2.1). What remains is that the median channel is shut, while the mean transmission is $0.020$. The cutoff (33) is $1.5\times10^{-43}$, whereas the smooth density ends at $x_{\max}=53.15$, where $T=2.7\times10^{-46}$. The ratio $(1+s)\rho/N$ from (25) is $1.00001,\ 0.99982,\ 0.99389,\ 0.94188$ at $x=0,5,25,45$. Over the range $x<3$ of the table the density is flat to better than $2\times10^{-4}$ of its value, far below the uncertainty in $g$. At $x=25$, (28) with $u\approx\tfrac12$ gives $51/(50+\tfrac43)=0.9935$, within $10^{-3}$ of the value from (25). The sag of 6% at $x=45$ concerns channels that carry no measurable current.

The bias is $V=IR=2.03$ mV. For free electrons $eV$ is about 500 times $\hbar D/L^2=3.8\ \mu$eV. The individual $T_n$ change over an energy of a few times $\hbar D/L^2$, so the noise averages over many sets of $T_n$. This leaves $\mathcal F$ at its mean value, because the mean density hardly changes over an energy range so small compared with $E_F$. The Poisson value is $2eI=3.204\times10^{-24}\ {\rm A^2/Hz}$, and (37) gives

$$S=\tfrac13\times3.204\times10^{-24}=1.068\times10^{-24}\ {\rm A^2/Hz},$$

independent of the uncertainty in $g$, since $I$ is given and $\mathcal F$ is a ratio. A wire with the same resistance and 3183 equal channels of transmission $0.020$ would have $\mathcal F=0.980$ and $S=3.14\times10^{-24}\ {\rm A^2/Hz}$, nearly three times as large.

These noise values are those of the elastic model, and a real metal wire of this size would not be well inside that regime at this current. The diffusion time is $L^2/D=0.17$ ns and $eV/k_B\approx24$ K. The parameter $\sqrt{eV/(\hbar D/L^2)}/g$, which estimates the electron-electron energy relaxation during the diffusion time, is about $0.4$, and in ordinary metals electron-phonon times at these energies are comparable to the diffusion time. Electron-electron relaxation moves $\mathcal F$ from $\tfrac13$ toward the hot-electron value $\sqrt3/4$, taken here as given, and phonon emission lowers it. A smaller current or a shorter wire is needed to observe $\tfrac13$ cleanly.

## Calculated quantities

```
drift N=3, lam=0.3,1,2.5: sampled [0.05 2.02 8.53] formula [0.04 2.02 8.54]
variance/ds: sampled [0.26 1.34 5.83] formula [0.26 1.33 5.83]
minimum of rho(T)/g: T = 0.6667, value 1.2990
moments sum T^k / g, k=1,2,3: 1.0000 0.6667 0.5333
Fano 0.3333, third-cumulant ratio 0.0667, (sum T)^2/sum T^2 / g 1.5000
x<1: T > 0.4200, share of G 0.7616
s=7: (1+s)rho/N at x=0,2,4,6: [1.0016 0.9939 0.9657 0.8933] x_max 9.183
simulation: N = 64, slice 0.1, 40 unitary and 24 orthogonal wires
s=3: sum T 15.95 (theory 16.00), Fano 0.334 (theory 0.328)
  channels with x<1.0: 16.00 (theory 16.12)
s=7: sum T 8.03 (theory 8.00), Fano 0.331 (theory 0.333)
  channels with x<0.5: 4.00 (theory 4.01)
  channels with x<1.0: 7.85 (theory 8.01)
  channels with x<2.0: 15.88 (theory 15.98)
  channels with x<3.0: 24.07 (theory 23.90)
s=7: U(y=1) 0.1252 (theory 0.1249)
s=7: U(y=2) 0.2499 (theory 0.2493)
s=7 counts, T bins 0.2-0.4..0.8-1: [3.4  2.15 2.2  3.82] law [3.3  2.29 2.11 3.85]
s=7 count with T<0.2: 52.42 (law 52.45)
s=7: third-cumulant ratio 0.064, share of G from x<1 0.755
orthogonal s=7: sum T 7.84, shift -0.16 +- 0.07, Fano 0.344
inputs: kF 10 1/nm, W 20 nm, l_tr 15 nm, L 1000 nm, I 10 uA
N 3183.1 (hard-wall count 3123), mode average 2cos 1.3272, mode-sum g 62.17
l 20.0 nm, s 50.0, N l 63.7 um, sigma 1.233e+07 S/m
g = N l/L 63.66, N/(1+s) 62.41, 2e^2/h 77.481 uS
G 4.933 mS, R 202.7 ohm
T > 0.900: x < 0.3275, channels 20.8, share of N 0.0065, share of G 0.3162
T > 0.500: x < 0.8814, channels 56.1, share of N 0.0176, share of G 0.7071
T > 0.420: x < 1.0000, channels 63.7, share of N 0.0200, share of G 0.7616
T > 0.100: x < 1.8184, channels 115.8, share of N 0.0364, share of G 0.9487
T > 0.010: x < 2.9932, channels 190.6, share of N 0.0599, share of G 0.9950
participation count 95.5, minimum rho(T) 82.7
cutoff sech^2 s 1.49e-43; x_max 53.15, sech^2 x_max 2.72e-46
median channel x=s/2: T 7.71e-22
(1+s)rho/N at x=0,5,25,45: [1.00001 0.99982 0.99389 0.94188]
2eI 3.204e-24 A^2/Hz, shot noise 1.068e-24 A^2/Hz, V 2.027 mV
equal-T picture: T 0.020, Fano 0.980, noise 3.140e-24 A^2/Hz
```
